# Source broadening and source-incident scattering states in a ballistic transistor

## 1. Two numbers that agree

A model carbon nanotube transistor has a barrier top at 0.608 eV. Take an electron energy of 0.658 eV and look at the ring of atoms at the barrier top.

- The source broadening is $\Gamma_S=4.998$ eV. The squared retarded Green function between the first ring and the top ring is $0.07286\ \mathrm{eV^{-2}}$. Their product is $0.364\ \mathrm{eV^{-1}}$.
- A wave sent in from the source with unit Bloch amplitude has squared magnitude 0.910 on the top ring. Divided by $dE/dk=2.499$ eV, with $k$ in radians per cell, this is also $0.364\ \mathrm{eV^{-1}}$.

The first calculation inverts a finite matrix and never mentions an incoming wave. The second follows a wave. Both give the same quantity, for the following reason.

## 2. Setting and statement

A finite device $D$ is joined to two semi-infinite periodic leads, the source $S$ and the drain $L$, which touch only through $D$. The basis is orthonormal and the electrons are independent. Let $\tau=H_{DS}$ and $\tau_L=H_{DL}$. Write $H=H_0+V$, where $H_0$ contains the three separate parts and $V$ the couplings $\tau,\tau_L$ and their adjoints. Define

$$g_S=(E+i\eta-H_S)^{-1},\quad \Sigma_S=\tau g_S\tau^\dagger,\quad \Gamma_S=i(\Sigma_S-\Sigma_S^\dagger),\qquad \eta\to0^+,$$

and likewise for $L$. Let $|\phi_k\rangle$ be the continuum states of the isolated source, with $\langle\phi_k|\phi_{k'}\rangle=\delta(k-k')$. The symbol $\sum_k$ means an integral over $k$ and a sum over modes. Let $|\psi_k\rangle$ be the state that $|\phi_k\rangle$ becomes when the device is attached and outgoing waves are added. The energy-resolved density matrix of these states, restricted to the device, is

$$\rho_S(E)=\sum_k\delta(E-E_k)\,P_D|\psi_k\rangle\langle\psi_k|P_D .$$

The claim, for $E$ inside a source band and away from band edges and bound states of the whole system, is

$$\boxed{G\,\Gamma_S\,G^\dagger=2\pi\,\rho_S(E)}$$

Here $G$ is the device block of the retarded Green function. Since $H$ is Hermitian, the advanced function is $G^\dagger$. Occupation is not yet included: $\rho_S$ counts available states, one electron each.

## 3. Eliminating the leads

Let $\mathcal G=(E+i\eta-H)^{-1}$ belong to the whole system. The blocks of $(E+i\eta-H)\mathcal G=1$ in the device column are

$$(E+i\eta-H_D)\mathcal G_{DD}-\tau\mathcal G_{SD}-\tau_L\mathcal G_{LD}=1,$$
$$(E+i\eta-H_S)\mathcal G_{SD}-\tau^\dagger\mathcal G_{DD}=0,$$

and a similar equation for $L$. The second gives $\mathcal G_{SD}=g_S\tau^\dagger\mathcal G_{DD}$. Inserting this and its drain counterpart into the first,

$$G\equiv\mathcal G_{DD}=(E-H_D-\Sigma_S-\Sigma_L)^{-1}.$$

The remaining $i\eta$ in the device can be dropped where this inverse is regular.

## 4. The scattering states

Define

$$|\psi_k\rangle=|\phi_k\rangle+\mathcal G(E_k)V|\phi_k\rangle .$$

Since $H_0|\phi_k\rangle=E_k|\phi_k\rangle$,

$$(E_k+i\eta-H)|\psi_k\rangle=(i\eta-V)|\phi_k\rangle+V|\phi_k\rangle=i\eta|\phi_k\rangle\to0,$$

so $|\psi_k\rangle$ solves the full Schrödinger equation.

The added part is outgoing. The vector $V|\phi_k\rangle=\tau|\phi_k\rangle$ lies in the device, so the added part in the source is $g_S\tau^\dagger G\tau|\phi_k\rangle$, with the analogous form in the drain. At energy $E+i\eta$ a Bloch wave has wave number $k+i\eta/(dE/dk)$. It decays away from the device if its velocity points away from the device, and the retarded $g$ selects the decaying solution. The incoming wave of $|\psi_k\rangle$ is therefore that of $|\phi_k\rangle$, and nothing arrives from the drain.

**Normalisation.** For $\rho_S$ to be a density matrix, the states must be orthonormal. From $(E_k+i\eta-H_0)\mathcal G=1+V\mathcal G$ follows $\mathcal G=\mathcal G_0+\mathcal G_0V\mathcal G$, hence also $|\psi_k\rangle=|\phi_k\rangle+\mathcal G_0V|\psi_k\rangle$. Use the first form for $|\psi_{k'}\rangle$, with $\langle\psi_k|H=E_k\langle\psi_k|$:

$$\langle\psi_k|\psi_{k'}\rangle=\langle\psi_k|\phi_{k'}\rangle+\frac{\langle\psi_k|V|\phi_{k'}\rangle}{E_{k'}-E_k+i\eta}.$$

Use the adjoint of the second form for the first term:

$$\langle\psi_k|\phi_{k'}\rangle=\langle\phi_k|\phi_{k'}\rangle+\frac{\langle\psi_k|V|\phi_{k'}\rangle}{E_k-E_{k'}-i\eta}.$$

The two fractions have opposite denominators and cancel. Thus $\langle\psi_k|\psi_{k'}\rangle=\delta(k-k')$, understood, as usual for continuum states, under integration with smooth wave packets.

**Device part.** Because $|\phi_k\rangle$ vanishes in the device,

$$P_D|\psi_k\rangle=G(E_k)\,\tau|\phi_k\rangle .\tag{1}$$

The source end of the isolated standing wave drives the device through $\tau$, and $G$ gives the response.

## 5. The broadening and the factor $2\pi$

Expand $g_S$ in the eigenstates of $H_S$. The continuum part gives

$$i(g_S-g_S^\dagger)=i\sum_k|\phi_k\rangle\langle\phi_k|\left[\frac1{E-E_k+i\eta}-\frac1{E-E_k-i\eta}\right].$$

The bracket equals $-2i\eta/[(E-E_k)^2+\eta^2]$. Multiplication by $i$ leaves $2\eta/[(E-E_k)^2+\eta^2]$, a peak of area $2\pi$, which tends to $2\pi\delta(E-E_k)$. A discrete surface state of the isolated source would add a peak at its own energy; away from that energy it adds nothing. With $\tau$ on the left and $\tau^\dagger$ on the right,

$$\Gamma_S(E)=2\pi\sum_k\delta(E-E_k)\,\tau|\phi_k\rangle\langle\phi_k|\tau^\dagger .\tag{2}$$

Now put $G(E)$ and $G^\dagger(E)$ around (2). The delta function allows $E$ to be replaced by $E_k$ in both, because $G$ is continuous there. By (1),

$$G\Gamma_SG^\dagger=2\pi\sum_k\delta(E-E_k)\,G(E_k)\tau|\phi_k\rangle\langle\phi_k|\tau^\dagger G^\dagger(E_k)=2\pi\rho_S(E).$$

The equality holds for whole matrices. Off-diagonal elements carry the phase relations between sites, and hence the currents. If the source is filled with probability $f_S(E)$, its contribution to the device density matrix is $\int dE\,f_S\,G\Gamma_SG^\dagger/2\pi$.

## 6. The form with unit incoming waves

Let one mode be incident with amplitude $a$ and Bloch vectors normalised per cell. The delta function in $\langle\phi_k|\phi_{k'}\rangle$ comes from the far lead, where a half-infinite sum of $e^{i(k'-k)j}$ contributes $\pi\delta(k'-k)$. The incoming wave gives $\pi|a|^2\delta(k'-k)$. The reflected waves carry the same total flux and give the same amount: a reflected mode $n$ has weight $|r_n|^2$, and converting its delta function to the incident $k$ supplies the velocity ratio $v_n/v$, while flux conservation demands $\sum_n|r_n|^2v_n/v=1$. So $2\pi|a|^2=1$.

A state $|\psi_m\rangle$ with unit incoming amplitude is therefore $\sqrt{2\pi}\,|\psi_k\rangle$. For each open mode

$$2\pi\int dk\,\delta(E-E_k)|\psi_k\rangle\langle\psi_k|=\int dk\,\delta(E-E_k)|\psi_m\rangle\langle\psi_m|,$$

and the last integral supplies $1/(dE/dk)$. In the device,

$$G\Gamma_SG^\dagger=\sum_{m\ \rm open}\frac{|\psi_m\rangle\langle\psi_m|}{dE/dk_m}.\tag{3}$$

**A case solved by hand.** Take a chain with hopping $-t$ and a one-site device of energy $\varepsilon$. With $E=-2t\cos k$ and $0<k<\pi$, each lead has $\Sigma=-te^{ik}$, so $\Gamma=2t\sin k=dE/dk$. Then

$$G=\frac1{-2t\cos k-\varepsilon+2te^{ik}}=\frac1{2it\sin k-\varepsilon},$$

$$|\psi|^2=\Gamma\,|G|^2\,\frac{dE}{dk}=\frac{4t^2\sin^2k}{4t^2\sin^2k+\varepsilon^2}.$$

For $\varepsilon=0$ this is 1, as it must be for an undisturbed travelling wave, and $G\Gamma G^\dagger=1/(2t\sin k)$ diverges at the band edge. For $\varepsilon\ne0$ the wave on the site vanishes at the edge, and so does $G\Gamma G^\dagger$.

## 7. What the source part leaves out

**Drain states.** From $G^{-1}=E-H_D-\Sigma$ with $\Sigma=\Sigma_S+\Sigma_L$,

$$G-G^\dagger=G\left[(G^\dagger)^{-1}-G^{-1}\right]G^\dagger=G(\Sigma-\Sigma^\dagger)G^\dagger,$$

hence $i(G-G^\dagger)=G\Gamma_SG^\dagger+G\Gamma_LG^\dagger$. The total spectral function splits into source-incident and drain-incident states. If phonon scattering is described by a further self-energy, a third term appears, and the source term no longer holds all electrons that once came from the source.

**Bound states.** A bound state of the whole system has no incoming wave. Take the chain above with $t=1$ and one site lowered by 1.5. The trial $\psi_j\propto(1/2)^{|j|}$ gives $E=-(2+\tfrac12)=-2.5$ away from the well, and $-1.5-2\cdot\tfrac12=-2.5$ at it. Its weight on the well site is

$$\left[1+2\,\frac{1/4}{1-1/4}\right]^{-1}=0.6 .$$

Numerical integration of the two contact parts over the band gives 0.4000 on that site. The missing 0.6 is the bound state, whose filling this coherent model does not determine from $f_S$ and $f_L$.

**Surface states of the isolated source.** Suppose a single end site couples to the device, and its lead has a surface state at $E_b$. There $\Sigma_S\simeq -iw/\eta$ with $w>0$, so $\Gamma_S\simeq2w/\eta$ diverges. Let $\hat G$ be the device function without $\Sigma_S$. Adding $\Sigma_S$ on the first site gives

$$G_{j1}=\frac{\hat G_{j1}}{1-\Sigma_S\hat G_{11}}\simeq-\frac{\hat G_{j1}}{\Sigma_S\hat G_{11}}\propto\eta ,$$

provided $\hat G$ is finite and $\hat G_{11}\neq0$. The product $\Gamma_S|G_{j1}|^2$ is then proportional to $\eta$ and vanishes. The nanotube source below has such a state at midgap. Reducing $\eta$ from $10^{-4}$ to $10^{-6}$ eV raises $\Gamma_S$ from $5.234\times10^4$ to $5.234\times10^6$ eV, while the trace of $G\Gamma_SG^\dagger$ falls from $3.392\times10^{-4}$ to $3.392\times10^{-6}\ \mathrm{eV^{-1}}$.

## 8. The nanotube transistor

The tube is a (13,0) zigzag tube of diameter 1.018 nm, with one $\pi$ orbital per atom and a rough hopping $t=3.0$ eV. For angular mode $q$, neighbouring rings are joined alternately by one axial bond per atom, $b_1=-t$, and by two slanted bonds with opposite phases,

$$b_2=-t\,(e^{i\pi q/13}+e^{-i\pi q/13})=-2t\cos(\pi q/13).$$

A cell of two rings is 0.213 nm long. With $e$ measured from midgap,

$$e^2=b_1^2+b_2^2+2b_1b_2\cos k .$$

For $q=4$, $|b_2|=3.4084$ eV, and the band edge is at $|b_2|-|b_1|=0.4084$ eV. Modes $\pm4$ and two spins give a factor 4.

The midgap energy is prescribed. With $s(y)=1/(1+e^{-y})$,

$$U(x)=\Phi\,s\!\left(\frac{x-12.5}{1.0}\right)-(\Phi+0.40)\,s\!\left(\frac{x-27.5}{1.0}\right),$$

with $x$ in nm, $U$ in eV and $\Phi=0.20$ eV. This imitates a 15 nm gate between 12.5 nm extensions at a drain bias of 0.40 V; the potential is not calculated from the gate and the charges. The temperature is 300 K, and the source Fermi level is 0.5084 eV. That level implies extensions doped with about 0.55 electrons per nm, or one per 220 atoms; the random potential of the dopants is ignored.

**Broadening.** The end ring of the source obeys $g=1/[e-b_1^2/(e-b_2^2g)]$. With $\Sigma_S=b_2^2g$, clearing fractions gives

$$e\Sigma_S^2-(e^2-b_1^2+b_2^2)\Sigma_S+eb_2^2=0 .$$

In the band the roots are complex conjugates, and the retarded one has negative imaginary part:

$$\Gamma_S=-2\,\mathrm{Im}\,\Sigma_S=\frac{\sqrt{4e^2b_2^2-(e^2-b_1^2+b_2^2)^2}}{|e|}.$$

Expansion shows that the radicand equals $4b_1^2b_2^2-(e^2-b_1^2-b_2^2)^2=4b_1^2b_2^2\sin^2k$. Differentiating the dispersion gives $|de/dk|=|b_1b_2\sin k/e|$. So $\Gamma_S=2\,dE/dk$ here, which explains 4.998 eV beside 2.499 eV. The factor 2 reflects the Bloch weight $\tfrac12$ on each ring.

**Spectral density at the top.** The two sides of (3) are

$$4.998\times0.07286=0.364\ \mathrm{eV^{-1}},\qquad \frac{0.910}{2.499}=0.364\ \mathrm{eV^{-1}} .$$

Division by $2\pi$ gives $\rho_S=0.0580\ \mathrm{eV^{-1}}$ on this ring, per spin and mode. The full device matrices from inversion and from wave matching were compared 0.1 eV below the barrier top and 0.05 and 0.3 eV above it. They differ by at most $2.5\times10^{-10}$ of the norm of the wave-matching matrix.

The value 0.910 exceeds the weight $\tfrac12$ of an incoming wave mainly because the electron is slower at the top. There $e=0.458$ eV, and the dispersion gives $|de/dk|\approx1.45$ eV. Constant flux without reflection would give $\tfrac12\times2.499/1.45\approx0.86$. The closeness of 0.910 to this estimate depends on the ring chosen. The next ring has 1.08, and over the central 6 nm of the channel the value runs from about 0.75 to 1.28 times the estimate, as expected when forward and reflected waves interfere.

**Density.** Summing over the two rings of the top cell, of length $c$,

$$n_S=\frac4{2\pi c}\int dE\,f_S(E)\sum_{j=1,2}(G\Gamma_SG^\dagger)_{jj}=3.70\times10^{-3}\ \mathrm{nm^{-1}}=3.70\times10^4\ \mathrm{cm^{-1}} .$$

Drain-incident states above the channel midgap, which lies at 0.20 eV, supply only $6.8\times10^{-8}\ \mathrm{nm^{-1}}$. This figure depends on that lower limit: drain conduction states at lower energies have evanescent tails at the barrier top, which add about $2\times10^{-6}\ \mathrm{nm^{-1}}$, some thirty times the figure itself but still below 0.1% of $n_S$. Valence electrons, which belong to the filled background, are not counted. A classical count of forward-moving electrons above the barrier gives $2.57\times10^{-3}\ \mathrm{nm^{-1}}$. The quantum value is 44% larger than this. This excess is the net of two opposite changes. States with energies below the top, which the classical count omits, supply about $2.0\times10^{-3}\ \mathrm{nm^{-1}}$, more than half of $n_S$. States above the top supply about $1.7\times10^{-3}\ \mathrm{nm^{-1}}$, a third less than the classical count.

**Current.** In the drain, $|\psi_L\rangle=g_L\tau_L^\dagger|\psi_D\rangle$. The Schrödinger equation gives the rate of outflow

$$\frac2\hbar\,\mathrm{Im}\langle\psi_L|\tau_L^\dagger|\psi_D\rangle=\frac2\hbar\,\mathrm{Im}\langle\psi_D|\Sigma_L^\dagger|\psi_D\rangle=\frac1\hbar\langle\psi_D|\Gamma_L|\psi_D\rangle .$$

The incoming flux of a unit Bloch wave is $(dE/dk)/\hbar$. Dividing, and using (3), the transmission is $\mathcal T=\mathrm{Tr}(\Gamma_LG\Gamma_SG^\dagger)$, which is 0.969 at the chosen energy. Multiplying flux, transmission and $dk/2\pi$ removes the velocity. In this one-mode real chain the transmission is the same in both directions, so

$$I=\frac{4e}{h}\int dE\,\mathcal T\,(f_S-f_L)=0.073\ \mu\mathrm A ,$$

of which 18.5% flows below the barrier top.

## 9. The model beside a real device

A gap of 0.82 eV is reasonable for a tube of about 1 nm diameter, and a 15 nm gate is within reach of fabricated devices. The current is far below the roughly 10 μA that a good single tube can carry when switched on, because here the barrier top is held 0.10 eV above the source Fermi level. The current is very sensitive to the prescribed barrier. For thermally activated current, an error of 10 meV in its height changes the current by a factor of about $e^{10/25.85}\approx1.5$. The shape of the edges matters too. A smoothing length of 1.4 nm, close to the decay length expected for the insulator described below, raises the current by about 40% and the share below the barrier top to about 30%.

For a surrounding insulator 3 nm thick with rough relative permittivity 16, the mobile charge at the top would raise the barrier by about 1.3 meV, lowering the current by about 5%. With a rough acoustic mean free path of 300 nm for all electrons, backscattering near the top would be about 3%. That path suits fast electrons. Those near the barrier top are slow and meet a high density of final states, so their path is shorter. If the path scales as the square of the velocity, backscattering is roughly 15 to 30%, depending on the speed to which the 300 nm refers, and the ballistic current is too high by a comparable fraction. Optical phonons matter more on the drain side. With a rough energy of 0.18 eV and mean free path of 15 nm, an electron has roughly a 60% chance of emitting one on the last 13 nm of the device, where the band edge lies more than 0.18 eV below the barrier top. There the ballistic energy distribution is unreliable, although such electrons have already passed the barrier.

The second subband adds about $2\times10^{-8}$ of the density. Direct band-to-band tunnelling between channel and drain is closed by 0.22 eV at this bias. The raised valence band of the channel also holds a few bound states, at energies in the gaps of both leads. As in Section 7, the contacts do not fix their filling; they are assumed full here, so no charge from holes is included. Metal contacts with their own barriers, which many real devices have, would change the current by an amount not estimated here. The numerical output below lists the main values in full.

## Values computed for the example and the checks

```
two-mode lead: relative error, 2 open modes 5.4e-09, 1 open 1.3e-08
time evolution against Green function: relative error 5.9e-10
well model: bound-state energy -2.5000 hopping units
well model: bound weight on centre site 0.6000, contact weight 0.4000
transistor wave matching: largest relative error 2.5e-10
midgap, eta 1e-04 eV: Gamma_S 5.234e+04 eV, trace of G Gamma_S G+ 3.392e-04 1/eV
midgap, eta 1e-06 eV: Gamma_S 5.234e+06 eV, trace of G Gamma_S G+ 3.392e-06 1/eV
tube index (13,0), diameter 1.018 nm, rough hopping 3.0 eV
bond length 0.142 nm, cell length 0.213 nm, rings in device 376
lowest mode number 4, hopping magnitudes 3.0000 and 3.4084 eV
temperature 300 K, kT 0.02585 eV, drain bias 0.40 V
gate 15.0 nm, each extension 12.5 nm, smoothing length 1.0 nm
band gap 0.8168 eV, source band edge 0.4084 eV above source midgap
source Fermi level 0.5084 eV, drain Fermi level 0.1084 eV
barrier top 0.6080 eV at x = 19.38 nm
chosen energy 0.6580 eV
source wave number magnitude 2.9801 rad per cell
source dE/dk 2.4991 eV per (rad per cell)
source group velocity 8.087e+05 m/s
Gamma_S 4.9982 eV, Gamma_D 5.8306 eV
|G(top,first)|^2 0.07286 1/eV^2
G Gamma_S G+ at top ring 0.36417 1/eV
|psi(top)|^2 for unit incoming Bloch wave 0.91011
|psi(top)|^2/(dE/dk) 0.36417 1/eV
source density of states at top ring 0.05796 1/eV
drain part G Gamma_D G+ at top ring 0.42316 1/eV
total spectral density -2 Im G at top ring 0.78733 1/eV
transmission at chosen energy 0.96919
source-injected density at top 3.7028e-03 1/nm = 3.703e+04 1/cm
classical over-barrier half density 2.5746e-03 1/nm
drain-injected density at top 6.812e-08 1/nm
current 0.07279 uA, share below barrier top 18.50 %
neglected second subband: density ratio 2.2e-08, current ratio 1.7e-08
rough insulator: 3.0 nm, relative permittivity 16, capacitance 4.610 pF/cm
neglected potential shift by mobile charge at top 1.287 meV
rough acoustic mean free path 300 nm, length within kT of top 9.87 nm
neglected acoustic backscattering 3.18 %
rough optical phonon 0.18 eV, mean free path 15 nm, hot path 13.21 nm
neglected optical emission probability on hot path 58.5 %
band-to-band margin: drain band edge minus channel valence top 0.2172 eV
largest axial field 1.499 MV/cm
```
